Why ROHF eigenvalues of lithium are not ionization energies by default

**Q:** I ran restricted open-shell Hartree-Fock (ROHF) on the lithium atom, 1s²2s. The 2s eigenvalue is −0.07932 hartree, so by Koopmans' theorem the ionization energy should be 0.07932 hartree, or 2.16 eV. I then converged Li⁺ separately, and the difference of the two total energies is 0.19631 hartree. I put the gap down to orbital relaxation, which Koopmans' theorem ignores.

**A:** Check the sign. Koopmans' theorem compares the atom with an ion built from the atom's own, frozen orbitals. Relaxing the ion's orbitals can lower its energy or leave it unchanged, because Li⁺ 1s² is the lowest state of its spin and symmetry and its converged energy is a variational minimum. For such an ion,

I(frozen) ≥ I(relaxed).

Your eigenvalue gives 0.07932, which is below 0.19631. Relaxation cannot produce that. The number you read is not a frozen-orbital ionization energy at all.

**Q:** But it is an eigenvalue of the Fock matrix at convergence. What else could it be?

**A:** Of which Fock matrix? There are two here, and ROHF diagonalizes a third one assembled from them. Let us see how much of that third matrix the theory fixes.

Take real orthonormal orbitals, fixed nuclei and no relativity. Closed orbitals c hold two electrons, open orbitals o hold one electron of spin α, and virtual orbitals v are empty. The density matrices are

Dβ = Σ_c c cᵀ,  Dα = Dβ + Σ_o o oᵀ,  D = Dα + Dβ.

With J[D] the Coulomb matrix and K[D] the exchange matrix, the energy without the constant nuclear term is

E = Tr hD + ½ Tr J[D]D − ½ Tr K[Dα]Dα − ½ Tr K[Dβ]Dβ.

J and K are linear in the density, and their traces are symmetric in the two densities. Varying either density factor therefore gives the same contribution, which cancels each ½:

δE = Tr Fα δDα + Tr Fβ δDβ,

Fα = h + J[D] − K[Dα],  Fβ = h + J[D] − K[Dβ].

Now rotate two orbitals by a small angle θ: p → p + θq and q → q − θp. To first order, p pᵀ changes by θ(p qᵀ + q pᵀ), and q qᵀ changes by the opposite amount. If a spin density contains both orbitals, the changes cancel. If it contains p alone, its contribution to δE is 2θF_pq for that spin.

- Closed with open: the α density contains both, the β density contains c alone. The slope is 2Fβ_co.
- Open with virtual: the α density contains o alone, the β density neither. The slope is 2Fα_ov.
- Closed with virtual: both densities contain c alone. The slope is 2(Fα + Fβ)_cv.

At a stationary point all three vanish:

Fβ_co = 0,  Fα_ov = 0,  (Fα + Fβ)_cv = 0.

**Q:** And rotations inside one of the three spaces?

**A:** They change neither density, so they leave E unchanged and supply no condition. That is the source of the freedom. The effective matrix R must carry the three conditions in its off-diagonal blocks:

R_co = Fβ_co,  R_ov = Fα_ov,  R_cv = ½(Fα + Fβ)_cv.

When these blocks vanish, R is block diagonal, and its eigenvectors can be chosen within the closed, open and virtual spaces. This holds whatever stands in the diagonal blocks. A convenient family is

R_block = a Fα + b Fβ,

with its own a and b for each space. Your run used a = b = ½ everywhere, which is also the default in PySCF. I shall call it the half-sum choice.

**Q:** Surely other coefficients would converge to another solution?

**A:** They can change the path of the iteration, and a poor choice may spoil convergence, but they do not change the stationarity conditions. For lithium, four choices were converged separately. Their total energies agree within 10⁻⁸ hartree, as do their 1s and 2s orbitals to the printed precision. The 2s eigenvalue, however, comes out as −0.07932, −0.19632, +0.03768 or −0.66432 hartree.

The last value comes from a deliberately meaningless open block, 3Fα − 2Fβ. It belongs to the same wavefunction as yours.

One practical warning follows. Sorting the eigenvalues is not by itself a safe way to assign occupations, because their order can depend on the choice too. In the four cases here, with the 14 basis functions of this calculation, it does not: 2s stays above 1s and below every virtual orbital. That is no general rule. More diffuse basis functions lower the virtual levels, and the 2s eigenvalue of +0.03768 hartree can then lie above one of them. Other coefficients can have the same effect. The program does sort, but only after raising the virtual block by 1 hartree, and the overlap check shows that all four choices then end with the same 1s and 2s orbitals.

**Q:** Then the eigenvalues mean nothing, and Koopmans' theorem is lost for open shells.

**A:** That goes too far. The frozen-orbital energy differences are well defined, and we can ask which matrix elements they equal. Remove a fraction f of an electron from an occupied spin orbital i of spin σ, keeping all orbitals fixed. Then Dσ changes by −f i iᵀ. Insert this in E and keep every term:

E(f) − E(0) = −f Fσ_ii + ½f²[(ii|ii) − (ii|ii)] = −f Fσ_ii.

Here (pq|rs) is the repulsion between the charge distributions pq and rs. The first (ii|ii) is the Coulomb self-repulsion and the second is the exchange self-term of the same spin. They cancel, so the energy is linear in f, and f = 1 gives

E(one electron removed from iσ) − E = −Fσ_ii.

The operator must be the one for the spin of the electron removed. In lithium the 2s electron has spin α, hence

I = −Fα_oo.

From the converged matrices, Fα_oo = −0.19632 hartree. As a check that uses no Fock matrix, the two-electron Hamiltonian evaluated for frozen 1s² gives −7.23629 hartree. The atom has −7.43261 hartree, so

I = −7.23629 + 7.43261 = 0.19632 hartree, or 5.34 eV.

**Q:** That is almost the relaxed value. So where did my 0.07932 come from?

**A:** Subtract the two Fock matrices. The Coulomb parts cancel, and for one open orbital

Fβ − Fα = K[Dα] − K[Dβ] = K[o oᵀ].

The diagonal element of this exchange matrix for o itself is (oo|oo), the self-repulsion J_oo of the 2s charge cloud. Therefore

Fβ_oo = Fα_oo + J_oo,

ε_o(half-sum) = ½(Fα + Fβ)_oo = −I + ½J_oo.

With J_oo = 0.23400 hartree this is −0.19632 + 0.11700 = −0.07932 hartree, your eigenvalue. In Fα_oo the exchange self-term removes the whole self-repulsion of the 2s electron. The half-sum removes half of it and leaves the other half in the eigenvalue. The total energy has no such error; it enters when this eigenvalue is read as −I.

**Q:** Does the half-sum have any meaning of its own?

**A:** Yes. Consider adding a second electron, of spin β, to the frozen 2s orbital. The rule for addition has the opposite sign, since the density changes by +f o oᵀ and the self-terms cancel as before. The energy rises by Fβ_oo. Defining the attachment energy as A = E(atom) − E(anion), we get

A = −Fβ_oo = −0.03768 hartree.

The frozen anion lies above the atom. This is no prediction for the real anion, because relaxation and correlation are missing. Now

ε_o(half-sum) = ½(Fα + Fβ)_oo = −½(I + A),

and numerically −½(0.19632 − 0.03768) = −0.07932 hartree. The eigenvalue averages two different processes.

**Q:** I know Koopmans-compliant functionals from density-functional work. They demand that the energy be linear in an orbital's occupation. Is this the same matter?

**A:** It is closely related. With frozen orbitals, Hartree-Fock is already linear in the occupation of one spin orbital, as the cancellation above showed. The slope for 2sα is Fα_oo, so the spin-resolved diagonal element is the one that meets the Koopmans condition.

The half-sum belongs to another path. Put n electrons into the frozen 2s orbital, n/2 in each spin, above a frozen 1s² core. The core contributes nFα_oo, because Fα_oo = h_oo + 2J_co − K_co contains no 2s self-term. Here J_co = (cc|oo) and K_co = (co|co). The Coulomb self-energy of the n electrons is ½n²J_oo. Exchange acts within each spin and removes 2·½(n/2)²J_oo = ¼n²J_oo. Together,

E(n) = E(Li⁺ frozen) + nFα_oo + ¼n²J_oo.

This path is curved. Its slope is

dE/dn = Fα_oo + ½nJ_oo,

and at n = 1 that is the half-sum eigenvalue. The curve meets the frozen ion at n = 0 and the frozen anion at n = 2. For a parabola the slope at the midpoint equals the slope of the chord, here [E(2) − E(0)]/2 = −½(I + A), in agreement with the previous result. At n = 1 the curve lies ¼J_oo above the ROHF energy of the atom, so this path does not pass through your lithium atom at all.

**Q:** Fine. I use Fα for everything, then. It is the operator of the majority spin, and it gave the right 2s energy.

**A:** It fails for the 1s shell, where two ions are possible. Remove the β electron from 1s. The two electrons left, 1sα and 2sα, form a triplet state of Li⁺, so

I_T = −Fβ_cc = 2.47056 hartree.

Remove the α electron instead. The determinant left has 1sβ and 2sα. This is not a spin eigenstate but an equal mixture of the singlet and the triplet component with zero spin projection. The Hamiltonian does not couple different total spins, so the energy of the determinant is the average

E − Fα_cc = ½(E_S + E_T).

Solve for E_S and insert E_T = E − Fβ_cc:

E_S = 2(E − Fα_cc) − (E − Fβ_cc) = E − 2Fα_cc + Fβ_cc,

I_S = −(2Fα − Fβ)_cc.

The difference of the Fock matrices on the closed orbital is (Fβ − Fα)_cc = K_co, the 1s–2s exchange integral. Substituting Fα_cc = Fβ_cc − K_co gives

I_S = −2Fβ_cc + 2K_co + Fβ_cc = I_T + 2K_co.

With K_co = 0.01430 hartree, twice the unrounded value is 0.02859, and I_S = 2.47056 + 0.02859 = 2.49915 hartree. In electronvolts the two channels lie at 67.2 and 68.0 eV. The explicit two-electron energies of the frozen ions confirm both formulas.

**Q:** And −Fα_cc by itself?

**A:** It is the average of the two ionization energies, I_T + K_co, and belongs to no pure spin state. The half-sum eigenvalue gives yet another average:

−ε_c(half-sum) = −Fβ_cc + ½K_co = I_T + ½K_co = ¼(3I_T + I_S).

The last step uses I_S = I_T + 2K_co. The weights are those of three triplet components and one singlet. Numerically, 2.47056 + 0.00715 = 2.47771 hartree.

**Q:** Is there some cleverer choice of blocks that serves every channel at once?

**A:** No, because each orbital supplies one eigenvalue and has more than one channel. For 2s, removal needs −I and attachment needs −A, and these differ by J_oo > 0. For 1s, the triplet and singlet values differ by 2K_co, which is not zero here. You can pair one 2s channel with one 1s channel in a single matrix:

- 2s removal and triplet core hole: open block Fα, closed block Fβ.
- 2s attachment and singlet core hole: open block Fβ, closed block 2Fα − Fβ.

The first choice gives eigenvalues −0.19632 and −2.47056 hartree, the second +0.03768 and −2.49915 hartree. Each is minus the corresponding frozen-orbital energy.

**Q:** In that case I need not diagonalize anything again. I can converge with any choice and read off the diagonal elements.

**A:** For lithium, yes, because the closed and open spaces contain one orbital each. There is nothing to rotate inside them except a sign. With several closed orbitals more is at stake. Let Φ_i be the high-spin ion left when a β electron is removed from closed orbital i. A hole in the normalized combination u = Σ_i u_i i is the state Σ_i u_i Φ_i, since rotating the closed orbitals among themselves leaves the parent determinant unchanged. The removal rule gives its energy:

E(u) − E = −Fβ_uu = −Σ_ij u_i u_j Fβ_ij.

This is true for every u, so the two symmetric matrices must be equal:

⟨Φ_i|H − E|Φ_j⟩ = −Fβ_ij.

The high-spin hole states within this space are found by diagonalizing Fβ in the closed block. Another choice generally gives other orbitals. For these, −Fβ_ii is still the energy needed to make the hole, but the hole is a non-stationary mixture. The off-diagonal formula was tested with seven electrons placed in three closed orbitals and one open orbital of the lithium set. The test needs no stationary state, because the removal rule does not assume one.

The singlet formula, by contrast, was derived for one open electron. With more open electrons the weights of the spin states in the determinant change, and the derivation has to be repeated.

**Q:** What happens when there is no open shell?

**A:** Then Dα = Dβ and Fα = Fβ = F. Every choice with a + b = 1 gives the same closed block, and the familiar closed-shell theorem returns. Even there, stationarity fixes only the closed–virtual coupling; diagonalizing F within the closed space is a further step. It is the right one for ionization because −F_ij is the matrix of the hole states. In the closed-shell case one natural choice serves both spins, so the freedom is easy to overlook.

**Q:** With the correct blocks, then, are −I and −I_S eigenvalues in the same strong sense as −I_T?

**A:** Not quite. The frozen ions 1s² and singlet 1s2s have the same spin and symmetry, and the Hamiltonian can couple them. Their spatial functions are cc and (co + oc)/√2. Each of the two terms contributes h_co + (cc|co), so

⟨1s²|H|1s2s, singlet⟩ = √2[h_co + (cc|co)].

Now use the closed–open condition of the atom. The Coulomb matrix contributes 2(cc|co) + (co|oo), and β exchange removes (cc|co):

0 = Fβ_co = h_co + (cc|co) + (co|oo).

The bracket therefore equals −(co|oo). The α matrix has the same element, because Fα_co = Fβ_co − (co|oo) = −(co|oo). The coupling is √2 Fα_co, with magnitude 0.00405 hartree. It does not vanish at ROHF convergence, since the atom's stationarity sets Fβ_co to zero and not Fα_co.

So I and I_S are differences of energy expectation values, not eigenvalues of the Hamiltonian in the space of singlet one-hole states. The separation of the two states is 2.49915 − 0.19632 = 2.30283 hartree. To second order in the coupling, the levels repel by

0.00405² / 2.30283 ≈ 7 × 10⁻⁶ hartree.

The 2×2 diagonalization gives 0.196313 hartree for the lower ionization energy, a shift of that size. It is negligible here because the coupling is small and the gap is large; a small gap would be another matter. The triplet has no such partner, as two electrons in the same orbital cannot form a triplet.

**Q:** Let me return to relaxation, which I blamed at the start. How large is it?

**A:** It depends strongly on the hole. For the 2s electron, the frozen and relaxed ionization energies differ by about 1 × 10⁻⁵ hartree. Your error from reading the half-sum eigenvalue was ½J_oo = 0.117 hartree, about 60% of the frozen ionization energy. Relaxation had almost no part in it.

For the triplet core hole the order is reversed. The relaxed ionization energy is 2.32333 hartree, so relaxation amounts to

2.47056 − 2.32333 ≈ 0.1472 hartree,

about 6% of the relaxed value. The half-sum eigenvalue misses the frozen triplet value by ½K_co ≈ 0.007 hartree, some twenty times less. Here the correct canonicalization gives the correct frozen energy, but that energy is itself a rough estimate of the relaxed one. Choosing the blocks properly makes the eigenvalue obey Koopmans' theorem; it does not supply what the theorem leaves out.

**Q:** How far should I trust the digits?

**A:** The calculation uses 14 s-type Gaussians, which suffice in angular form because the Hartree-Fock atom has s orbitals alone. In a larger set of 18, Fα_oo changes by 3 × 10⁻⁶ hartree, Fβ_cc by 3 × 10⁻⁵ and the total energy by 1 × 10⁻⁴. The fifth decimal of the core ionization energies and the fourth decimal of the total energies therefore serve to follow the arithmetic and are not settled; the same holds for the last digit of J_oo and A, which move by about 1 × 10⁻⁵ hartree in the larger set, and of the relaxed triplet ionization energy, which moves by 3 × 10⁻⁵. K_co, the singlet coupling, the relaxed 2s ionization energy and both relaxation energies keep the digits shown. Correlation and relativity are absent throughout, so none of these values is a substitute for a measured ionization energy. The full set of values is in the numerical output below.

**Q:** So for my original question I should have kept the converged orbitals and evaluated −Fα on 2s.

**A:** Yes, and for a core hole you should first say which spin state of the ion you mean. An ROHF eigenvalue needs two labels before it can be read as an ionization energy: the orbital, and the operator that was put into its diagonal block.

Table of computed values

```
Basis: 14 s Gaussians, exponents 0.02*2.4^k bohr^-2, k=0..13
Li ROHF total energy: -7.432613 hartree
Energy spread over four conventions: 6.7e-14 hartree
Smallest 1s or 2s overlap between conventions: 1.00000000
Fa_cc (1s): -2.484853 hartree
Fb_cc (1s): -2.470558 hartree
Fa_oo (2s): -0.196320 hartree
Fb_oo (2s): 0.037680 hartree
J_oo, 2s self-repulsion: 0.234000 hartree
Half of J_oo: 0.117000 hartree
K_co, 1s-2s exchange: 0.014295 hartree
Eigenvalues [half-sum]: 1s -2.477706, 2s -0.079320 hartree
Eigenvalues [2s removal, triplet core]: 1s -2.470558, 2s -0.196320 hartree
Eigenvalues [2s attachment, singlet core]: 1s -2.499148, 2s 0.037680 hartree
Eigenvalues [meaningless]: 1s -2.477706, 2s -0.664320 hartree
PySCF default eigenvalues: 1s -2.477706, 2s -0.079320 hartree
Frozen ion 1s2 energy: -7.236293 hartree
Frozen ion 1s2s triplet energy: -4.962055 hartree
Frozen ion 1s2s singlet energy: -4.933465 hartree
Frozen anion 1s2 2s2 energy: -7.394933 hartree
Frozen I, 2s removal: 0.196320 hartree
  the same in eV: 5.342 eV
Frozen I_T, 1s removal to triplet: 2.470558 hartree
  the same in eV: 67.227 eV
Frozen I_S, 1s removal to singlet: 2.499148 hartree
  the same in eV: 68.005 eV
Frozen A, 2s attachment: -0.037680 hartree
  the same in eV: -1.025 eV
Minus half-sum 2s eigenvalue: 2.158 eV
Singlet minus triplet core ionization: 0.028590 hartree
Deviation from linearity at 2s occupation 0.25: 0.0e+00 hartree
Size of singlet one-hole coupling: 0.004050 hartree
2x2 singlet result, lower ionization energy: 0.196313 hartree
2x2 singlet result, upper ionization energy: 2.499156 hartree
Relaxed Li+ 1s2 energy: -7.236304 hartree
Relaxed Li+ 1s2s triplet energy: -5.109279 hartree
Relaxed ionization energy, 2s removal: 0.196309 hartree
Relaxed ionization energy, 1s to triplet: 2.323334 hartree
Relaxation, 2s removal: 0.000011 hartree
Relaxation, 1s to triplet: 0.147224 hartree
Larger basis: 18 s Gaussians, exponents 0.01*2.2^k bohr^-2, k=0..17
Larger basis, total energy: -7.432712 hartree
Larger basis, Fa_oo: -0.196323 hartree
Larger basis, Fb_cc: -2.470589 hartree
```
